# Uncertainty of a Migration Barrier from a Bayesian Linear Potential

## The question

An oxygen molecule hops between two neighbouring voids of silica. Its energy is modelled by a potential that is linear in its weights,

$$E(\mathbf r;\mathbf w)=\mathbf w^{T}\boldsymbol\phi(\mathbf r),\qquad \mathbf r=(x,y),$$

where $x$ runs along the hop and $y$ across it. The voids are $a=0.5$ nm apart. With $u=2\pi x/a$ and $q=y/(0.1\ \text{nm})$, the nine dimensionless descriptors are

$$1,\ \cos u,\ \sin u,\ \cos 2u,\ \sin 2u,\ q,\ q^2,\ q\cos u,\ q^2\cos u .$$

The weights, in eV, have independent Gaussian priors of zero mean. The standard deviation is 100 eV for the constant (the offset) and 1 eV for the others. The training data are:

- force vectors at 24 positions, $x=0,a/12,\dots,11a/12$ with $y=\pm0.03$ nm, each component with noise $\sigma_F=0.5$ eV/nm;
- one total energy at $\mathbf r_1=(0,0)$, with noise $\sigma_E=0.1$ eV.

All noise is Gaussian, independent and of known size. The data are simulated from reference weights $(0,-0.5,0.02,0.02,0.01,0,0.5,0.1,-0.2)$ eV, in the order of the descriptors, plus one random draw of the noise. The temperature is 1273 K, so $k_BT=0.1097$ eV.

Subscripts $m$ and $s$ denote the minimum and the saddle.

## (a) Find the posterior of the weights, and the variance of the barrier at fixed minimum and saddle.

**Answer.** Collect the data in a vector $\mathbf t=\Phi\mathbf w+\text{noise}$. An energy gives the row $\boldsymbol\phi^T$ of $\Phi$. A force component gives $-\partial\boldsymbol\phi^T/\partial x$ or $-\partial\boldsymbol\phi^T/\partial y$. Let $R$ be the noise covariance and $\Lambda$ the prior covariance. Minus the logarithm of the posterior is, up to a constant,

$$\tfrac12(\mathbf t-\Phi\mathbf w)^TR^{-1}(\mathbf t-\Phi\mathbf w)+\tfrac12\mathbf w^T\Lambda^{-1}\mathbf w
=\tfrac12\mathbf w^T(\Lambda^{-1}+\Phi^TR^{-1}\Phi)\mathbf w-\mathbf w^T\Phi^TR^{-1}\mathbf t+\text{const}.$$

A Gaussian of mean $\mathbf m$ and covariance $S$ has the exponent $\tfrac12\mathbf w^TS^{-1}\mathbf w-\mathbf w^TS^{-1}\mathbf m+\text{const}$. Matching the quadratic and linear terms gives

$$S=(\Lambda^{-1}+\Phi^TR^{-1}\Phi)^{-1},\qquad \mathbf m=S\,\Phi^TR^{-1}\mathbf t .$$

The barrier is one linear function of one weight vector:

$$B=\mathbf w^T\boldsymbol\phi_s-\mathbf w^T\boldsymbol\phi_m=\mathbf w^T\mathbf d,\qquad \mathbf d=\boldsymbol\phi_s-\boldsymbol\phi_m .$$

Its variance is therefore

$$V_b=\big\langle[(\mathbf w-\mathbf m)^T\mathbf d]^2\big\rangle=\mathbf d^TS\,\mathbf d .$$

This is the uncertainty of the potential's barrier, given that the descriptors can represent the true energy. It does not include the noise of a new reference calculation. A comparison with two new reference energies, each with independent noise $\sigma_E$, would have variance $V_b+2\sigma_E^2$. Noise common to both energies would cancel.

## (b) Someone adds the variances of the two endpoint energies instead. Relate the result to $V_b$ and bound the error in each direction.

**Answer.** Write $V_s=\boldsymbol\phi_s^TS\boldsymbol\phi_s$, $V_m=\boldsymbol\phi_m^TS\boldsymbol\phi_m$ and $C=\boldsymbol\phi_s^TS\boldsymbol\phi_m$. Since $S$ is symmetric, expanding $\mathbf d^TS\mathbf d$ gives two equal cross terms:

$$V_b=V_s+V_m-2C,\qquad V_{\rm ind}\equiv V_s+V_m=V_b+2C .$$

The sum $V_{\rm ind}$ is the variance obtained when the saddle energy comes from one posterior draw and the minimum energy from another, independent draw. A barrier belongs to a single potential, so the two errors are shared through $\mathbf w$.

The sum is too large if $C>0$ and too small if $C<0$. Because $S$ is positive definite, the Cauchy–Schwarz inequality gives $|C|\le\sqrt{V_sV_m}$, and the geometric mean does not exceed the arithmetic mean, so $|C|\le V_{\rm ind}/2$. Hence

$$V_b\le 2V_{\rm ind},\qquad \frac{V_{\rm ind}}{V_b}\ge\frac12 .$$

There is no upper bound on this ratio: an uncertain offset adds equally to $V_s$, $V_m$ and $C$, and cancels from $V_b$.

A two-weight potential $E=w_0+w_1\cos u$ comes close to the lower bound. Let $w_1$ have prior standard deviation 0.1 eV and $w_0$ a very broad prior. Place one energy label, with noise 0.01 eV, at $u=\pi/2$, where $\cos u=0$. The label fixes $w_0$ to 0.01 eV and says nothing about $w_1$. The endpoint energies are $w_0+w_1$ and $w_0-w_1$, so

$$C=0.01^2-0.1^2=-0.0099\ \text{eV}^2,\quad V_b=4(0.1)^2=0.0400\ \text{eV}^2,\quad V_{\rm ind}=2(0.01^2+0.1^2)=0.0202\ \text{eV}^2 .$$

The ratio is 0.505.

## (c) For the nine-descriptor potential, show how the single energy label enters $V_s$, $V_m$, $C$ and $V_b$. Treat the offset prior as flat.

**Answer.** Separate the offset: $E=w_0+\mathbf v^T\boldsymbol\psi(\mathbf r)$, where $\boldsymbol\psi$ holds the eight other descriptors. Forces do not contain $w_0$. The label reads $t_1=w_0+\mathbf v^T\boldsymbol\psi_1+\varepsilon$. For any $\mathbf v$, integrating its likelihood over all $w_0$ gives the same constant, so the label carries no information on $\mathbf v$. The posterior covariance of $\mathbf v$ is thus the force-only covariance $S_F$. Eliminating $w_0$,

$$E(\mathbf r)=t_1-\varepsilon+\mathbf v^T\boldsymbol\delta(\mathbf r),\qquad \boldsymbol\delta(\mathbf r)=\boldsymbol\psi(\mathbf r)-\boldsymbol\psi_1 ,$$

where, in the posterior, $\varepsilon$ has variance $\sigma_E^2$ and is independent of $\mathbf v$. Therefore

$$V_s=\sigma_E^2+\boldsymbol\delta_s^TS_F\boldsymbol\delta_s,\quad
V_m=\sigma_E^2+\boldsymbol\delta_m^TS_F\boldsymbol\delta_m,\quad
C=\sigma_E^2+\boldsymbol\delta_s^TS_F\boldsymbol\delta_m ,$$

$$V_b=(\boldsymbol\delta_s-\boldsymbol\delta_m)^TS_F(\boldsymbol\delta_s-\boldsymbol\delta_m).$$

The label noise has dropped out of $V_b$ but stands twice in $V_{\rm ind}$.

## (d) Evaluate both uncertainties and their effect on the hop rate.

**Answer.** The posterior was evaluated numerically from (a), and a Newton search on the mean potential found the minimum at $(-0.011,-0.020)$ nm and the saddle at $(0.253,0.008)$ nm. The weights and descriptor differences are:

| Descriptor | Mean (eV) | Std. dev. (eV) | $d_i$ |
|---|---:|---:|---:|
| $1$ | −0.0464 | 0.1008 | 0 |
| $\cos u$ | −0.4866 | 0.0117 | −1.989 |
| $\sin u$ | 0.0230 | 0.0115 | 0.108 |
| $\cos 2u$ | 0.0182 | 0.0057 | 0.038 |
| $\sin 2u$ | 0.0210 | 0.0057 | 0.349 |
| $q$ | 0.0084 | 0.0102 | 0.281 |
| $q^2$ | 0.4782 | 0.0170 | −0.035 |
| $q\cos u$ | 0.1128 | 0.0135 | 0.121 |
| $q^2\cos u$ | −0.1834 | 0.0241 | −0.047 |

The learned barrier is $\mathbf m^T\mathbf d=0.986$ eV, of which $\cos u$ supplies 0.968 eV. The reference weights give 1.007 eV at their own stationary points.

In units of $10^{-4}$ eV², the full matrix $S$ gives $V_s=105.47$, $V_m=100.18$ and $C=100.08$. Then

$$V_b=105.47+100.18-2(100.08)=5.49,\qquad V_{\rm ind}=105.47+100.18=205.65 .$$

The standard deviations are 0.0234 eV for the barrier and 0.143 eV for the independent sum. The variance is overestimated by a factor of 37.5 and the standard deviation by a factor of 6.1. The endpoint errors have correlation $C/\sqrt{V_sV_m}=0.974$.

The size of $V_b$ can be traced to one weight. The $\cos u$ term contributes $(1.989)^2(0.0117)^2\approx5.4\times10^{-4}$ eV². The offset, with the largest standard deviation in the table, contributes nothing because its $d_i$ is zero.

At fixed prefactor the rate is proportional to $e^{-B/k_BT}$. A one-standard-deviation change of barrier multiplies or divides it by

$$e^{0.0234/0.1097}=1.24\quad\text{(correct)},\qquad e^{0.143/0.1097}=3.7\quad\text{(independent sum)} .$$

Now vary the label noise, with the force data, priors and both geometries held fixed. By (c), $V_{\rm ind}$ is $2\sigma_E^2$ plus the two force-only terms, which are $5.47$ and $0.18$ in units of $10^{-4}$ eV²:

| $\sigma_E$ (eV) | Correct std. dev. (eV) | Independent sum (eV) | $V_{\rm ind}/V_b$ |
|---:|---:|---:|---:|
| 0.01 | 0.0234 | 0.0277 | 1.39 |
| 0.10 | 0.0234 | 0.143 | 37.5 |
| 1.00 | 0.0234 | 1.41 | 3644 |

Independent addition is thus poor when the label noise exceeds the barrier's standard deviation. As $\sigma_E\to0$ the ratio tends to $(5.47+0.18)/5.49=1.03$, but only because the label sits next to the minimum, which makes one force-only term small. With the label at $(a/4,0)$ the ratio stays near 1.56 however small $\sigma_E$ is.

## (e) Each potential drawn from the posterior has its own minimum and saddle. Does this change the variance?

**Answer.** Not at leading order in $S$. Let $\mathbf w=\mathbf m+\boldsymbol\eta$, and let a stationary point move by $\boldsymbol\xi$. Let $G=\partial\boldsymbol\phi/\partial\mathbf r$ be the $2\times9$ matrix of descriptor gradients, and $H$ the Hessian of the mean potential. To second order in small quantities,

$$E=\mathbf m^T\boldsymbol\phi+\boldsymbol\eta^T\boldsymbol\phi+\boldsymbol\xi^TG\boldsymbol\eta+\tfrac12\boldsymbol\xi^TH\boldsymbol\xi .$$

There is no term linear in $\boldsymbol\xi$ alone, because the mean potential is stationary. Setting the derivative with respect to $\boldsymbol\xi$ to zero gives $\boldsymbol\xi=-H^{-1}G\boldsymbol\eta$. The last two terms then become $-\boldsymbol\eta^TG^TH^{-1}G\boldsymbol\eta+\tfrac12\boldsymbol\eta^TG^TH^{-1}G\boldsymbol\eta$. Subtracting minimum from saddle,

$$B=\mathbf m^T\mathbf d+\boldsymbol\eta^T\mathbf d+\tfrac12\boldsymbol\eta^TA\boldsymbol\eta,\qquad
A=G_m^TH_m^{-1}G_m-G_s^TH_s^{-1}G_s .$$

The linear term gives the variance $\mathbf d^TS\mathbf d$ again. The quadratic term shifts the mean by $\tfrac12\operatorname{tr}(AS)=0.0008$ eV. Searching afresh for both stationary points in 20,000 posterior draws gives a standard deviation of 0.0235 eV, against 0.0234 eV at fixed geometry. The relative sampling error is about $1/\sqrt{40000}=0.5\%$, so this difference is not resolved. The expansion fails if a Hessian eigenvalue is so small that its posterior error could change its sign.

## (f) What does $V_b$ leave out, and how does the model compare with real silica?

**Answer.** The first omission is misfit. Suppose the true energy also contains $0.01\cos3u$ eV. Its force is proportional to $\sin3u$, which on the 12 equally spaced values of $x$ is orthogonal to $\sin u$, $\cos u$, $\sin2u$ and $\cos2u$, so the fit cannot absorb it. A fit to noise-free data from the reference weights plus this term gives a barrier 0.019 eV too high, close to the standard deviation of 0.023 eV. The peak missing force, 0.38 eV/nm, is below the noise of one component. All 24 positions together would still fix this amplitude to about $0.5/(3\cdot12.57\sqrt{12})=0.004$ eV if the descriptor were added. The term would then show at about 2.6 standard deviations; without the descriptor it adds only about $2.6^2\approx7$ to a $\chi^2$ of some 40 degrees of freedom, too little to stand out.

The second is the transverse free energy. The stiffness across the path is 59 eV/nm² at the minimum and 132 eV/nm² at the saddle. The narrower saddle raises the effective barrier by $\tfrac12k_BT\ln(132/59)=0.044$ eV. This shift belongs in the rate, and it exceeds the barrier's standard deviation. Both stiffnesses depend on the learned weights, so the shift also has an uncertainty of its own, which $V_b$ does not include.

Tunnelling is negligible. For a mass of 32 u, the unstable mode at the saddle has $\hbar\omega=0.011$ eV, and the Wigner factor $1+(\hbar\omega/k_BT)^2/24$ is 1.0004.

The barrier near 1 eV and the hop of 0.5 nm are order-of-magnitude choices for oxygen in silica, and 1273 K is a temperature used for dry oxidation. The potential itself is a model, neither computed from a silica structure nor fitted to measured diffusion, so it should not be used to predict a diffusivity. Its label noise represents an error of 1 meV per atom shared by about 100 atoms; independent atomic errors would add to only $\sqrt{100}\times1$ meV $=0.01$ eV, the first row of the second table in (d). Real silica breaks the assumption of a single kind of hop, since a glass has a spread of sites. For illustration, two hops whose barriers differ by 0.1 eV have rates differing by $e^{0.1/0.1097}=2.5$ at equal prefactor, more than the factor of 1.24 from $V_b$. Molecular rotation and explicit motion of the host are also absent.
